# The d to f Spin-Orbit Sum Rule in Lanthanide Ground Levels

**Result.** Light excites an electron from a filled d shell into an f shell holding $n$ electrons and $n_h=14-n$ holes. Let $I_j$ be the electric-dipole line strength summed over three polarizations and over all final states with a core hole of angular momentum $j$, and let $B=I_{5/2}/(I_{5/2}+I_{3/2})$. For any state of $f^n$ with $n\le13$,

$$B=\frac35-\frac25\,\frac{w}{n_h},\qquad w=\frac23\Big\langle\sum_i \mathbf l_i\cdot\mathbf s_i\Big\rangle=n_{7/2}-\frac43\,n_{5/2},$$

where the sum runs over the f electrons, $n_{j'}$ counts electrons in the $j'$ subshell, and $\hbar=1$. The rule assumes (i) that the core $j$ is a good quantum number, (ii) one radial integral $R$ for both edges, (iii) isotropic summation, and (iv) that the photon-energy factor of the cross section is divided out. The value $3/5$ requires $w=0$. The Hund level has $w=-(L+1)/3$ for $1\le n\le6$ and $-L/3$ for $n\ge7$ in LS coupling, $w=-4n/3$ for $n\le6$ and $-n_h$ for $n\ge6$ in jj coupling, and a value between the two in intermediate coupling. At the lanthanide $M_{4,5}$ edges (3d to 4f) assumption (i) is approximate, and in the unscreened free-ion model of Entry 6 the correction for cerium exceeds the spin-orbit signal.

## Entry 1. One electron, empty f shell

The dipole operator is $r\,C^1_q$, where $C^1_q$ ($q=0,\pm1$) are the spherical components of the unit vector $\hat{\mathbf r}$, so that $\sum_q|C^1_q|^2=1$. Its radial part gives $R=\int u_f\,r\,u_d\,dr$. Its angular part, taken from the 10 d spin-orbitals to the 14 f spin-orbitals, is a $14\times10$ matrix $D_q$, diagonal in spin. With $P_j$ the projector on the core subshell $j$, define on the f space

$$A_j=\sum_q D_qP_jD_q^\dagger .$$

Four facts fix $A_j$.

(a) It is a scalar. The sum over $q$ is the dot product of two vectors and $P_j$ commutes with joint rotations of orbit and spin, so $A_j$ commutes with them too. The f space contains $j'=5/2$ and $j'=7/2$ once each, and Schur's lemma gives $A_j=\alpha_j\Pi_{5/2}+\beta_j\Pi_{7/2}$, with $\Pi_{j'}$ the f-subshell projectors.

(b) The unprojected sums are known. A vector operator connects $l$ to $l-1$, $l$, $l+1$, and parity removes $l$. Let $u_l$ and $v_l$ be the strengths from one orbital of shell $l$ up to $l+1$ and down to $l-1$, summed over $q$ and final orbitals; by the argument of (a) they do not depend on $m$. Completeness with $\sum_q|C^1_q|^2=1$ gives $u_l+v_l=1$. The total strength between two shells can be counted from either side, so $(2l+1)u_l=(2l+3)v_{l+1}$. Starting from $v_0=0$: $u_0=1$, $v_1=1/3$, $u_1=2/3$, $v_2=2/5$, $u_2=3/5$, $v_3=3/7$. Hence

$$\sum_qD_q^\dagger D_q=\frac35\ \text{on d},\qquad A_{3/2}+A_{5/2}=\sum_qD_qD_q^\dagger=\frac37\ \text{on f}.$$

(c) A vector operator changes $j$ by at most one, so $d_{3/2}$ cannot reach $f_{7/2}$ and $\beta_{3/2}=0$.

(d) The trace is cyclic: $\mathrm{Tr}_fA_{3/2}=\mathrm{Tr}_d\big(P_{3/2}\sum_qD_q^\dagger D_q\big)=4\cdot\frac35=\frac{12}5$. It also equals $6\alpha_{3/2}$, so $\alpha_{3/2}=2/5$.

Subtracting from (b), with $3/7-2/5=1/35$,

$$A_{3/2}=\frac25\,\Pi_{5/2},\qquad A_{5/2}=\frac1{35}\Pi_{5/2}+\frac37\,\Pi_{7/2}.$$

The subshell-to-subshell strengths in units of $R^2$ are the traces: $12/5=2.4000$ for $d_{3/2}\to f_{5/2}$, $6/35=0.1714$ for $d_{5/2}\to f_{5/2}$, $24/7=3.4286$ for $d_{5/2}\to f_{7/2}$. Multiplied by $35/6$ they stand as $14:1:20$.

*Limit.* With all f states open, $B=(1+20)/35=3/5$, the share $6/10$ of the core states that have $j=5/2$. The numerical check builds $D_q$ by quadrature of spherical harmonics and confirms these traces against the $6j$ expression for line strengths.

To bring in the spin-orbit operator, use $\mathbf l\cdot\mathbf s=\frac12[j'(j'+1)-l(l+1)-\frac34]$, which for $l=3$ is $+3/2$ on $j'=7/2$ and $-2$ on $j'=5/2$. The linear function that is 1 at $-2$ and 0 at $3/2$ is $\Pi_{5/2}=\frac27(\frac32-\mathbf l\cdot\mathbf s)$. Then $A_{3/2}=\frac4{35}(\frac32-\mathbf l\cdot\mathbf s)=\frac6{35}-\frac4{35}\mathbf l\cdot\mathbf s$. Taking out $3/7$ and using (b),

$$A_{3/2}=\frac37\Big(\frac25-\frac4{15}\mathbf l\cdot\mathbf s\Big),\qquad A_{5/2}=\frac37\Big(\frac35+\frac4{15}\mathbf l\cdot\mathbf s\Big).$$

## Entry 2. Any state of $f^n$

The initial state $|g\rangle$ is $d^{10}$ times an arbitrary state of $f^n$. The transition operator is $T_q=R\sum_{a,c}(D_q)_{ac}f_a^\dagger d_c$, with the core index $c$ in the basis $|jm_j\rangle$; a single $R$ is assumption (ii). By assumption (i) the final eigenstates of one edge span the space of $d^9f^{n+1}$ with hole $j$. Closure over them replaces the sum over final states by the projector $\mathcal P_j$ on that space, which restricts $c$ to subshell $j$:

$$I_j=R^2\sum_q\sum_{c,c'\in j}\sum_{a,b}(D_q)^*_{bc'}(D_q)_{ac}\,\langle g|d^\dagger_{c'}f_bf_a^\dagger d_c|g\rangle .$$

Moving $d^\dagger_{c'}$ past two fermion operators gives the sign $(-1)^2$. The filled core gives $\langle d_{c'}^\dagger d_c\rangle=\delta_{cc'}$. The sum over $q$ and $c$ then forms $(A_j)_{ab}$, and $f_bf_a^\dagger=\delta_{ab}-f_a^\dagger f_b$:

$$I_j=R^2\Big[\mathrm{Tr}A_j-\sum_{ab}(A_j)_{ab}\langle f_a^\dagger f_b\rangle\Big].$$

The strength of the empty shell is reduced by what the electrons block. For $A=x+y\,\mathbf l\cdot\mathbf s$, the trace is $14x$, because $\mathrm{Tr}\,\mathbf l\cdot\mathbf s=8\cdot\frac32+6\cdot(-2)=0$, and the blocked part is $nx+y\langle X\rangle$ with $X=\sum_i\mathbf l_i\cdot\mathbf s_i$. So $I=R^2[x\,n_h-y\langle X\rangle]$; the minus sign says that the holes carry the opposite of the electrons' spin-orbit value. With $\langle X\rangle=3w/2$ one has $\frac4{15}\langle X\rangle=\frac25w$, and

$$I_{5/2}=\frac37R^2\Big(\frac35n_h-\frac25w\Big),\qquad I_{3/2}=\frac37R^2\Big(\frac25n_h+\frac25w\Big).$$

The sum is $\frac37R^2n_h$, and the ratio is the rule. The second form of $w$ follows from $X=\frac32\hat n_{7/2}-2\hat n_{5/2}$ multiplied by $2/3$; with $n_{7/2}=n-n_{5/2}$ it inverts to $n_{5/2}=\frac37(n-w)$. In terms of the $5/2$ holes, $h=6-n_{5/2}$, the projector form gives $I_{3/2}=\frac25R^2h$ directly, and

$$B=1-\frac{14}{15}\,\frac{h}{n_h}.$$

*Limits.* A single hole in $f_{7/2}$ has $h=0$ and $B=1$: the $3/2$ edge is dark. A single hole in $f_{5/2}$ has $B=1/15$. The strengths are expectation values, linear in the density operator, so the rule holds for mixtures of $f^n$ states with $w$ averaged; the equal-weight mixture of all determinants has $h/n_h=6/14$ and $B=1-2/5=3/5$.

Nothing was assumed about the symmetry of $|g\rangle$. For a random complex $f^3$ state with $w=-1.9281$ the rule gives $0.6+0.4\times1.9281/11=0.6701$, and summing squared amplitudes over all final determinants reproduces it. Assumption (iii) entered in fact (a): one term $D_qP_jD_q^\dagger$ is not a scalar. For $f^1$ with $J=5/2$, $M=1/2$, light polarized along $z$ gives $B=0.6817$ against the isotropic $0.6410$.

## Entry 3. LS coupling

The f-shell Hamiltonian is $H=H_C+\zeta X$ with $\zeta>0$. The repulsion $H_C$ is fixed, up to a constant, by the Slater integrals $F^k=e^2\iint u_f^2(r_1)u_f^2(r_2)\,r_<^k/r_>^{k+1}$ with $k=2,4,6$ (Gaussian units). The ion is free and at zero temperature. LS coupling is the limit $\zeta\to0^+$: the state lies in the lowest term of $H_C$, and $X$ selects the level. That this term has the largest $S$ and then the largest $L$ is Hund's rule, which the diagonalization confirms for the $F^k$ of Entry 5.

The operator $\sum_il_{i\mu}s_{i\nu}$ is a vector in $\mu$ under orbital rotations and a vector in $\nu$ under spin rotations. The Wigner–Eckart theorem, applied in each space, makes it equal to $cL_\mu S_\nu$ within the term, so $X=c\,\mathbf L\cdot\mathbf S$ there. One state fixes $c$. The state $M_L=L$, $M_S=S$ is a single determinant, since one filling alone reaches the largest $M_S$ and then the largest $M_L$. In it the parts $l_+s_-$ and $l_-s_+$ change $M_S$ and have no expectation value, so $\langle X\rangle=\sum_im_{l}m_{s}$ and $\langle\mathbf L\cdot\mathbf S\rangle=LS$.

For $1\le n\le6$ all spins are up, $S=n/2$, and $L=3+2+\dots=3n-n(n-1)/2=n(7-n)/2$. Then $\langle X\rangle=L/2$ and $c=1/(2S)$. For $8\le n\le13$ seven up-spin electrons fill all $m_l$ and contribute zero, while $n-7$ down-spin electrons give $L=(n-7)(14-n)/2$ with $S=(14-n)/2$. Then $\langle X\rangle=-L/2$ and $c=-1/(2S)$. For a level $J$,

$$w_J=\pm\frac23\,\frac{J(J+1)-L(L+1)-S(S+1)}{4S},$$

upper sign for $n<7$. The lowest energy means the most negative $w_J$. For $n<7$ this is the smallest $J$, which is $L-S$ because $n(7-n)/2\ge n/2$ for $n\le6$. The numerator is $(L-S)^2+(L-S)-L^2-L-S^2-S=-2S(L+1)$, so $w=-(L+1)/3$. For $n>7$ it is $J=L+S$, the numerator is $2LS$, and $w=-L/3$. For $n=7$, $L=0$ and $w=0$. Inserting these,

$$B_{LS}=\frac35+\frac{2(L+1)}{15(14-n)}\quad(1\le n\le6),\qquad B_{LS}=\frac35+\frac{n-7}{15}\quad(7\le n\le13),$$

where the factor $14-n$ in $L$ has cancelled against $n_h$ in the second form.

*Limits.* At $n=1$, $w=-4/3$ is one electron in $f_{5/2}$; at $n=13$, $B=1$ as in Entry 2. Among the Hund levels of $f^1$ to $f^{13}$, only $^8S_{7/2}$ of $f^7$ has $B=3/5$. LS coupling does not imply the statistical value, because choosing $J$ orients $\mathbf L$ relative to $\mathbf S$ however small $\zeta$ is. The value $3/5$ returns if all states of the term are populated equally, since $\mathrm{Tr}\,\mathbf L\cdot\mathbf S=\sum_\mu\mathrm{Tr}L_\mu\,\mathrm{Tr}S_\mu=0$.

## Entry 4. jj coupling

For $\zeta\gg F^k$ the ground state minimizes $X$, whose eigenvalues are $\frac32n_{7/2}-2n_{5/2}$ with integer occupations. The $5/2$ subshell fills first. For $n\le6$, $w=-4n/3$. For $n\ge6$, $n_{5/2}=6$ and $w=(n-6)-8=-n_h$. Therefore

$$B_{jj}=\frac35+\frac{8n}{15(14-n)}\quad(n\le6),\qquad B_{jj}=1\quad(6\le n\le13).$$

*Limits.* At $n=6$ the first form gives $3/5+48/120=1$ and joins the second. At $n=1$ and $n=13$ the values agree with LS coupling, as they must when one electron or one hole leaves $H_C$ constant.

## Entry 5. Intermediate coupling

*Bounds.* Take $\zeta_1<\zeta_2$ with ground states $g_1,g_2$ of $H_1,H_2$, and write $X_i=\langle g_i|X|g_i\rangle$. The variational principle gives $\langle g_1|H_1|g_1\rangle\le\langle g_2|H_1|g_2\rangle$ and $\langle g_2|H_2|g_2\rangle\le\langle g_1|H_2|g_1\rangle$. Adding them and collecting each state on one side gives $\langle g_1|H_1-H_2|g_1\rangle\le\langle g_2|H_1-H_2|g_2\rangle$. Since $H_1-H_2=(\zeta_1-\zeta_2)X$, this reads $(\zeta_1-\zeta_2)(X_1-X_2)\le0$, so $X_1\ge X_2$. Thus $w$ does not rise with $\zeta$; it starts at $w_{LS}$ and cannot fall below the lowest eigenvalue of $\frac23X$, which is $w_{jj}$:

$$w_{jj}\le w_{IC}\le w_{LS},\qquad B_{LS}\le B_{IC}\le B_{jj}.$$

*Slope.* Let $|0\rangle$ be the LS Hund level with $H_C$ energy $E_0$. $X$ conserves $J$ and $M$, and each $J$ occurs once in the term, so $X$ couples $|0\rangle$ to states $k$ of other terms alone. Second-order perturbation theory gives $E=E_0+\zeta X_{00}-\zeta^2\sum_k|X_{k0}|^2/(E_k-E_0)$. The Hellmann–Feynman theorem gives $\langle X\rangle=dE/d\zeta$, and multiplying by $2/3$,

$$w_{IC}=w_{LS}-\frac43\,\zeta\sum_k\frac{|X_{k0}|^2}{E_k-E_0}+O(\zeta^2).$$

The admixed amplitudes are $\epsilon_k=-\zeta X_{k0}/(E_k-E_0)$. The shift of $\langle X\rangle$ is $2\sum_k\epsilon_kX_{0k}$, linear in $\epsilon$, while the weight lost by the Hund term is $\sum_k|\epsilon_k|^2$, quadratic. A level can therefore be nearly pure in LS weight and still have $w$ far from $w_{LS}$.

*Limits.* The numerical check tests the slope at $\zeta=10^{-3}$ eV to 2% of its value, the Hellmann–Feynman relation by finite differences, the ordering of $w$ along a sequence of $\zeta$, and the approach to $w_{jj}$ at $\zeta=10^4$ eV. It also asserts that $J$ keeps its Hund value in each ion.

*Evaluation.* For Ce$^{3+}$ to Yb$^{3+}$ the 4f orbital comes from a nonrelativistic, spherical, spin-unpolarized, exchange-only local-density calculation, with $\zeta=\frac{\alpha^2}2\langle r^{-1}dV/dr\rangle$ in atomic units, $V$ the self-consistent potential and $\alpha$ the fine-structure constant. This level leaves out relativistic changes of the orbitals, the screening of $F^k$ by correlation, the exchange part of the two-electron spin-orbit interaction and the crystal field. $F^2$ rises from 11.8 to 17.0 eV and $\zeta$ from 0.11 to 0.43 eV along the series. $H$ is diagonalized among determinants of $f^n$. The column $B'_{IC}$ has all $F^k$ multiplied by 0.8, a round factor chosen to show the sensitivity.

| ion | $n$ | $B_{LS}$ | $B_{IC}$ | $B'_{IC}$ | $B_{jj}$ |
|---|---|---|---|---|---|
| Ce | 1 | 0.641 | 0.64 | 0.64 | 0.641 |
| Pr | 2 | 0.667 | 0.68 | 0.68 | 0.689 |
| Nd | 3 | 0.685 | 0.71 | 0.71 | 0.745 |
| Pm | 4 | 0.693 | 0.72 | 0.73 | 0.813 |
| Sm | 5 | 0.689 | 0.74 | 0.75 | 0.896 |
| Eu | 6 | 0.667 | 0.74 | 0.77 | 1 |
| Gd | 7 | 0.600 | 0.65 | 0.66 | 1 |
| Tb | 8 | 0.667 | 0.74 | 0.75 | 1 |
| Dy | 9 | 0.733 | 0.82 | 0.84 | 1 |
| Ho | 10 | 0.800 | 0.89 | 0.91 | 1 |
| Er | 11 | 0.867 | 0.92 | 0.93 | 1 |
| Tm | 12 | 0.933 | 0.96 | 0.96 | 1 |
| Yb | 13 | 1 | 1 | 1 | 1 |

These are values of the rule, before the correction of Entry 6. The scaling moves $B_{IC}$ by up to 0.025 (Eu$^{3+}$, 0.7448 to 0.7702), so the second decimal is uncertain by a few units in mid-series. The two columns are not a bracket. $B_{IC}$ depends only on the ratios $\zeta/F^k$, so scaling $F^k$ by 0.8 is the same as raising $\zeta$ by 25%. Lowering $\zeta$ by 20% instead moves $B_{IC}$ the other way, to 0.726 for Eu$^{3+}$ and 0.641 for Gd$^{3+}$.

Gd$^{3+}$ has $F^2,F^4,F^6=14.62,\ 9.16,\ 6.59$ eV and $\zeta=0.238$ eV. From $L=0$, $S=7/2$, the operator $X$, of rank one in orbit and in spin, reaches $L=1$ with $S=5/2$ or $7/2$ ($9/2$ is impossible for seven electrons). The spin $7/2$ needs all seven $m_l$ singly filled, which is $^8S$ itself, so the first-order admixture is $^6P_{7/2}$. The ground level keeps a weight 0.969 in $^8S$, yet $w=-0.889$, against $-0.881$ from the slope formula. Then $n_{5/2}=\frac37(7+0.889)=3.381$ instead of 3, and $B=0.6+0.4\times0.889/7=0.651$. In this model no ion of the series keeps the statistical value.

The position between the limits, $t=(w_{IC}-w_{LS})/(w_{jj}-w_{LS})$, varies widely: $0.889/7=0.13$ for Gd$^{3+}$, $1.562/6.667=0.23$ for Eu$^{3+}$, $0.899/2=0.45$ for Ho$^{3+}$ and $0.389/0.667=0.58$ for Pr$^{3+}$. Pr$^{3+}$ is nearer to jj than to LS in $w$, although its Hund term has weight 0.964. The slope formula is not reliable at the computed $\zeta$ throughout. For Pr$^{3+}$ it gives $-2.672$, beyond the bound $w_{jj}=-2.667$, while diagonalization gives $-2.389$. For Eu$^{3+}$ it errs the other way, $-2.602$ against $-2.895$.

## Entry 6. When the core $j$ is not pure

The final-state Hamiltonian is $\zeta_d\Lambda+H_f+V$. Here $\Lambda=\sum\mathbf l\cdot\mathbf s$ over the nine d electrons, $H_f$ acts within the f shell, and $V$ is the d–f Coulomb interaction with direct integrals $F^2,F^4$ and exchange integrals $G^1,G^3,G^5$. For $l=2$, $\mathbf l\cdot\mathbf s$ is $+1$ on $j=5/2$ and $-3/2$ on $j=3/2$, and the full shell sums to zero. Removing an electron leaves $\Lambda=-1$ for a $5/2$ hole and $+3/2$ for a $3/2$ hole, so the $5/2$ edge lies lower, $E_5-E_3=-\frac52\zeta_d$. Write $\mathcal P_5,\mathcal P_3$ for the two projectors. $H_f$ commutes with them and leaves $B$ unchanged while the edges stay apart. $V$ in general does not commute with them; an initial $f^{13}$ is an exception, treated under *Limits* below.

Take states $|\alpha\rangle$ of the lower manifold that diagonalize $\mathcal P_5V\mathcal P_5$. To first order in $V/\zeta_d$, and with every denominator set to $-\frac52\zeta_d$, which neglects the spread from $H_f$, $|\tilde\alpha\rangle=|\alpha\rangle+\mathcal P_3V|\alpha\rangle/(-\frac52\zeta_d)$. Summing $|\tilde\alpha\rangle\langle\tilde\alpha|$ gives $\mathcal P_5+(\mathcal P_3V\mathcal P_5+\mathcal P_5V\mathcal P_3)/(-\frac52\zeta_d)$. The total strength is fixed by closure over both edges. With $\psi_q=T_q|g\rangle$,

$$\delta B=-\frac{4}{5\zeta_d}\,\frac{\mathrm{Re}\sum_q\langle\psi_q|\mathcal P_5V\mathcal P_3|\psi_q\rangle}{\sum_q\langle\psi_q|\psi_q\rangle}.$$

Writing $B=B_{\rm rule}+\delta B$ and solving the rule for $w$,

$$\frac{w}{n_h}=-\frac52\Big(B-\frac35\Big)+\Delta,\qquad\Delta=\frac52\,(B-B_{\rm rule}).$$

*Simplest case, $f^0$.* $T_q$ is a spin scalar and an orbital vector acting on $^1S_0$, so the normalized $\psi$ is $^1P_1$. In $d^9f^1$ each $L$ from 1 to 5 occurs once per spin, and $V$ conserves $L$ and $S$, so $V\psi=E_P\psi$. The rule gives $\langle\psi|\mathcal P_5|\psi\rangle=3/5$. Set $\chi=\mathcal P_5\psi-\frac35\psi$. Then $\langle\psi|\chi\rangle=0$, $|\chi|^2=\frac35-\frac65\cdot\frac35+\frac9{25}=\frac6{25}$, and $\mathcal P_3\psi=\frac25\psi-\chi$. The cross terms of $V$ between $\psi$ and $\chi$ vanish because $\psi$ is an eigenvector orthogonal to $\chi$. With $E_\chi=\langle\chi|V|\chi\rangle/|\chi|^2$,

$$\langle\tfrac35\psi+\chi|V|\tfrac25\psi-\chi\rangle=\frac6{25}(E_P-E_\chi),\qquad\delta B=-\frac{24}{125}\,\frac{E_P-E_\chi}{\zeta_d}.$$

The $J=1$ states are $^1P$, $^3P$ and $^3D$, so $\chi$ is a triplet. The f electron has a constant exchange energy with the full d shell; removing a d electron removes one negative exchange term and leaves, above that constant, the Coulomb self-energy of the spin-summed transition density. This is positive for $^1P$ and zero for triplets, so exchange pushes $\delta B$ negative. The direct part has no such argument here, and the sign of the total is taken from the calculation.

*Limits.* For $f^{13}$ the final f shell is closed and spherical, $V$ is a constant on the hole states, and $\Delta=0$. For both cerium ions below, the check finds $B_{\rm rule}$ when $V$ is omitted, and finds $\delta B$ within 2% of the first-order formula when $V$ is scaled by 0.01 and $H_f$ is dropped. The expansion parameter is $V/(\frac52\zeta_d)$, and $B$ is defined as long as an empty gap separates the two groups of final states. That holds for the cerium ions below but not throughout the series. With unscreened core-hole integrals the levels of $H_f$ alone spread over 30 eV against $\frac52\zeta_d=29$ eV for Eu$^{3+}$, and over 31.5 eV against 31.5 eV for Gd$^{3+}$. There neither the empty gap nor the common denominator of the first-order formula can be assumed.

*Cerium.* The integrals come from the method of Entry 5 applied to the core-hole configuration, unscreened. For Ce$^{4+}$ ($f^0$), $\zeta_d=7.688$ eV, $G^1=6.21$ eV and $E_P-E_\chi=10.791$ eV, so

$$\delta B=-0.192\times10.791/7.688=-0.2695,\qquad B\approx0.3305 .$$

Full diagonalization of $3d^94f^1$ gives 0.3223; first order misses 0.008, or 3% of the full shift 0.278. Then $\Delta=2.5\times(0.3223-0.6)=-0.69$.

For Ce$^{3+}$ ($f^1$, $J=5/2$), $w/n_h=-(4/3)/13=-0.1026$ and $B_{\rm rule}=0.6+0.4\times0.1026=0.6410$. With $\zeta_d=7.694$ eV the edges are separated by an empty gap of 9.4 eV, so $B$ is well defined. First order gives 0.4244 and the full $3d^94f^2$ multiplet 0.4041; first order misses 0.020, or 9% of the full shift 0.237. Here $\Delta=2.5\times(0.4041-0.6410)=-0.59$. The uncorrected rule would return $w/n_h=-2.5\times(0.4041-0.6)=+0.49$, which has the wrong sign and about five times the true size. The shift of 0.24 in $B$ stands against a spin-orbit signal of 0.041, and at this level the $M_4$ edge is the stronger one. The first-order shift is linear in $V$, so a uniform screening of the d–f integrals reduces it in proportion; $B\approx0.40$ belongs to the unscreened model and is not a prediction of a measured ratio. $\Delta$ was not computed for $2\le n\le12$.

For Ce$^{3+}$ in this model, assumption (iv) matters much less than assumption (i). If the edges are weighted with photon energies $\omega_5$ and $\omega_3$, then $B'=B\omega_5/[B\omega_5+(1-B)\omega_3]$. With $\omega_3=\omega_5(1+\eta)$ the denominator is $\omega_5[1+(1-B)\eta]$, so $B'-B\approx-B(1-B)\eta$ to first order in $\eta$. Taking $\frac52\zeta_d=19.24$ eV as the edge separation and the computed mean excitation energy 889 eV gives $-0.404\times0.596\times19.24/889=-0.005$, and weighting each line of the Ce$^{3+}$ multiplet with its own energy moves $B$ from 0.4041 to 0.3991. Assumption (ii) cannot be examined with nonrelativistic orbitals, in which the two core subshells share one radial function by construction.

## Calculated quantities

```
strengths (units R^2): d3/2-f5/2 2.4000, d3/2-f7/2 0.0000, d5/2-f5/2 0.1714, d5/2-f7/2 3.4286
ratio to weakest: 14.000 : 1.000 : 20.000 ; empty-shell B = 0.6000
random f3 state: w = -1.9281, B explicit = 0.670111, B rule = 0.670111
f1 J=5/2 M=1/2, z-polarized only: B = 0.6817 (isotropic 0.6410)
ion  conf L S J | F2 F4 F6 zeta4f (eV) | Hund-term weight in IC | w first order
Ce3+ f1  3 0.5 2.5  11.78  7.37  5.30 0.1097 1.0000  -1.333
Pr3+ f2  5 1.0 4.0  12.32  7.71  5.54 0.1274 0.9641  -2.672
Nd3+ f3  6 1.5 4.5  12.82  8.02  5.77 0.1465 0.9658  -3.095
Pm3+ f4  6 2.0 4.0  13.29  8.32  5.98 0.1670 0.9699  -3.126
Sm3+ f5  5 2.5 2.5  13.75  8.61  6.19 0.1890 0.9519  -3.042
Eu3+ f6  3 3.0 0.0  14.19  8.89  6.39 0.2128 0.9183  -2.602
Gd3+ f7  0 3.5 3.5  14.62  9.16  6.59 0.2383 0.9688  -0.881
Tb3+ f8  3 3.0 6.0  15.04  9.42  6.77 0.2656 0.9499  -2.091
Dy3+ f9  5 2.5 7.5  15.45  9.68  6.96 0.2949 0.9282  -2.899
Ho3+ f10 6 2.0 8.0  15.85  9.93  7.14 0.3261 0.9259  -3.147
Er3+ f11 6 1.5 7.5  16.24 10.17  7.31 0.3595 0.9701  -2.566
Tm3+ f12 5 1.0 6.0  16.63 10.41  7.49 0.3951 0.9918  -1.851
Yb3+ f13 3 0.5 3.5  17.01 10.65  7.66 0.4330 1.0000  -1.000
ion  w_LS w_IC w_jj | n5/2(IC) | B_LS B_IC B_jj | B_IC with 0.8 F^k
Ce3+  -1.333  -1.333  -1.333  1.000 0.6410 0.6410 0.6410 0.6410
Pr3+  -2.000  -2.389  -2.667  1.881 0.6667 0.6796 0.6889 0.6812
Nd3+  -2.333  -2.939  -4.000  2.545 0.6848 0.7069 0.7455 0.7109
Pm3+  -2.333  -3.059  -5.333  3.025 0.6933 0.7223 0.8133 0.7288
Sm3+  -2.000  -3.059  -6.667  3.454 0.6889 0.7360 0.8963 0.7480
Eu3+  -1.333  -2.895  -8.000  3.812 0.6667 0.7448 1.0000 0.7702
Gd3+   0.000  -0.889  -7.000  3.381 0.6000 0.6508 1.0000 0.6638
Tb3+  -1.000  -2.041  -6.000  4.303 0.6667 0.7361 1.0000 0.7527
Dy3+  -1.667  -2.761  -5.000  5.040 0.7333 0.8208 1.0000 0.8397
Ho3+  -2.000  -2.899  -4.000  5.528 0.8000 0.8899 1.0000 0.9055
Er3+  -2.000  -2.422  -3.000  5.752 0.8667 0.9229 1.0000 0.9322
Tm3+  -1.667  -1.800  -2.000  5.914 0.9333 0.9601 1.0000 0.9644
Yb3+  -1.000  -1.000  -1.000  6.000 1.0000 1.0000 1.0000 1.0000
Ce3+ final 3d9 4f2: zeta3d = 7.694 eV, 5/2 zeta3d = 19.24 eV, zeta4f = 0.1326 eV
  df: F2 7.94 F4 3.67 G1 5.59 G3 3.27 G5 2.26 eV
  B rule 0.6410, first order 0.4244, full multiplet 0.4041
  Delta = -0.5924, empty gap M5-M4 = 9.41 eV, apparent w/nh = 0.4899 (true -0.1026)
  ff: F2 12.71 F4 7.97 F6 5.73 eV; mean 3d-4f energy (Delta-SCF) 889 eV
  B weighted with photon energy = 0.3991
Ce4+ final 3d9 4f1: zeta3d = 7.688 eV, 5/2 zeta3d = 19.22 eV, zeta4f = 0.1471 eV
  df: F2 8.67 F4 4.05 G1 6.21 G3 3.64 G5 2.51 eV
  B rule 0.6000, first order 0.3305, full multiplet 0.3223
  Delta = -0.6942, empty gap M5-M4 = 13.56 eV, apparent w/nh = 0.6942 (true 0.0000)
  E(1P) - E(chi) = 10.791 eV, |chi|^2 = 0.2400, dB first order = -0.2695
```
